# Hydrogen suppression of disilane formation from steady-state silylene

## A gas without hydrogen

Let a little silane, SiH4, be heated in nitrogen. A silane molecule can split into silylene, SiH2, and hydrogen. Silylene is very reactive, and at first the gas offers it one partner, silane, into which it inserts to form disilane, Si2H6. Every silylene therefore ends as a disilane. If \(A\) is the number density of silane and \(k_1\) its decomposition coefficient, silylene is made at the rate \(k_1A\), and once production and consumption balance, disilane is formed at that same rate:

\[
R=k_1A .
\]

Now replace part of the nitrogen by hydrogen. Silylene can also insert into H2, which restores silane. If it does so as often as it inserts into silane, only half of the silylenes form disilane and \(R=k_1A/2\). The general result replaces this 2 by one plus the ratio of the two insertion fluxes.

The reactions are

\[
\mathrm{SiH_4}\rightleftharpoons\mathrm{SiH_2+H_2},
\qquad
\mathrm{SiH_2+SiH_4}\rightleftharpoons\mathrm{Si_2H_6}.
\]

The first has forward coefficient \(k_1\) and backward coefficient \(k_H\); the second has \(k_2\) and \(k_d\). The densities of silane, hydrogen, silylene and disilane are \(A,H,S,D\), in cm\(^{-3}\). Thus \(k_1,k_d\) are in s\(^{-1}\) and \(k_H,k_2\) in cm\(^3\)/s.

The gas is uniform and isothermal, and silylene has no other reactions. The coefficients depend on total pressure, because collisions must activate or stabilise the molecules. They are effective values at one temperature and total pressure. When hydrogen is varied, nitrogen makes up the balance and is assumed to be an equally good collision partner.

## First derivation: the balance of silylene

The fluxes of insertion into hydrogen and into silane are

\[
J_H=k_HHS,\qquad J_S=k_2AS .
\]

Each is a number of events per unit volume and time. Counting production as positive and consumption as negative gives

\[
\frac{dS}{dt}=k_1A+k_dD-J_H-J_S .
\]

Fresh gas contains so little disilane that \(k_dD\) can be dropped. With the total loss rate per silylene

\[
\Gamma=k_HH+k_2A,
\]

the balance becomes \(dS/dt=k_1A-\Gamma S\). While \(A\) and \(H\) hardly change, its solution with \(S(0)=0\) is

\[
S(t)=\frac{k_1A}{\Gamma}\left(1-e^{-\Gamma t}\right).
\]

Differentiation confirms it: \(dS/dt=k_1Ae^{-\Gamma t}\), which equals \(k_1A-\Gamma S\). After several lifetimes \(1/\Gamma\) the exponential is negligible and silylene is stationary:

\[
S=\frac{k_1A}{k_HH+k_2A}.
\]

The disilane formation rate is the flux into silane,

\[
R=k_2AS=\frac{k_1k_2A^2}{k_HH+k_2A}.
\]

Dividing numerator and denominator by \(k_2A\) gives

\[
\boxed{R=\frac{k_1A}{1+\rho}},\qquad
\rho=\frac{k_HH}{k_2A}=\frac{J_H}{J_S}.
\]

The silylene density cancels from the flux ratio because both fluxes are proportional to it. The suppression factor is \(1/(1+\rho)\); it approaches \(1/\rho\) when hydrogen takes nearly all the silylene.

Silane disappears at twice the rate \(R\). Its net loss is

\[
-\frac{dA}{dt}=k_1A-J_H+J_S .
\]

Stationarity gives \(k_1A=J_H+J_S\), so the right side is \(2J_S=2R\). One silane supplied the silylene and a second received it.

## Second derivation: the fate of one silylene

Follow one silylene from its birth. In a short time \(du\) it inserts into hydrogen with probability \(k_HH\,du\), or into silane with probability \(k_2A\,du\). The probability \(P(u)\) that it is still free at age \(u\) obeys

\[
\frac{dP}{du}=-(k_HH+k_2A)P=-\Gamma P,
\qquad P(0)=1,
\]

so \(P(u)=e^{-\Gamma u}\). To form disilane at age \(u\), it must survive until then and next meet silane. Summing over all ages gives the probability of ending in disilane:

\[
\phi=\int_0^\infty k_2A\,e^{-\Gamma u}\,du
=\frac{k_2A}{\Gamma}
=\frac{k_2A}{k_HH+k_2A}
=\frac{1}{1+\rho}.
\]

To obtain a rate, count the silylenes that react at time \(t\). Those of age \(u\) were born at time \(t-u\), at the rate \(k_1A\). If heating began at \(t=0\), no age exceeds \(t\), and

\[
R(t)=\int_0^t k_1A\;k_2A\,e^{-\Gamma u}\,du
=\phi\,k_1A\left(1-e^{-\Gamma t}\right).
\]

After several lifetimes this is \(R=k_1A/(1+\rho)\), as before. Hydrogen leaves the birth rate unchanged in this model. It lowers the fraction of births that lead to disilane.

## What each derivation assumes

The first derivation concerns densities. Its central requirement is that production and consumption of silylene balance. With \(k_1A=J_H+J_S\),

\[
J_S=\frac{k_1A}{(J_H+J_S)/J_S}=\frac{k_1A}{1+J_H/J_S}.
\]

This form does not use the expressions for the two fluxes. They are needed to predict the ratio from \(H\) and \(A\).

The second derivation concerns independent molecules. It needs insertion probabilities unaffected by the other silylenes, so two silylenes must not react with each other. It does not need a stationary density to give the branching fraction \(\phi\).

Nor must the insertion probabilities be constant in time. Suppose the rate of meeting silane is \(g(u)\) and that of meeting hydrogen is \(\rho g(u)\), with constant \(\rho\). Define \(G(u)=\int_0^u g(u')\,du'\). The survival probability is then \(e^{-(1+\rho)G}\), and

\[
\phi=\int_0^\infty g\,e^{-(1+\rho)G}\,du
=\int_0^\infty e^{-(1+\rho)G}\,dG
=\frac{1}{1+\rho},
\]

provided that \(G\) grows without limit, so that every silylene eventually reacts. A newly born silylene with excess energy would therefore leave \(\phi\) unchanged if the excess altered both insertion rates by the same factor. If it altered them differently, \(\rho\) would depend on age and this integral would no longer apply.

The two methods thus separate two questions. The branching fraction gives the eventual yield per silylene. The density balance tells when the current formation rate equals that fraction of the current birth rate.

## Weak and strong hydrogen insertion

For \(\rho\ll1\), expansion of the denominator gives \(R\approx k_1A(1-\rho)\). Silane decomposition sets the rate, and hydrogen is a small correction.

For \(\rho\gg1\), the 1 in the denominator can be dropped:

\[
R\approx\frac{k_1A}{\rho}
=k_2\frac{k_1}{k_H}\frac{A^2}{H}.
\]

Silylene is then nearly in equilibrium with silane and hydrogen, since \(S\approx k_1A/(k_HH)\). The ratio \(k_1/k_H\) is the equilibrium constant of the first reaction. Collisions that speed up both directions equally therefore cancel from this limit, if \(k_2\) is held fixed.

The apparent reaction orders connect the limits. Taking the logarithm,

\[
\ln R=\ln(k_1k_2)+2\ln A-\ln(k_HH+k_2A).
\]

At fixed coefficients and fixed \(H\),

\[
\frac{\partial\ln R}{\partial\ln A}
=2-\frac{k_2A}{\Gamma}
=2-\frac{1}{1+\rho}
=1+\frac{\rho}{1+\rho},
\]

while at fixed \(A\),

\[
\frac{\partial\ln R}{\partial\ln H}
=-\frac{k_HH}{\Gamma}
=-\frac{\rho}{1+\rho}.
\]

The order in silane rises from one to two as hydrogen becomes dominant, and the order in hydrogen goes from zero to minus one.

## When disilane begins to dissociate

The result for \(R\) requires fresh gas. As disilane accumulates, its dissociation returns silylene. Keeping \(k_dD\), the stationary density is

\[
S=\frac{k_1A+k_dD}{\Gamma}.
\]

The net rate is formation minus dissociation:

\[
\begin{aligned}
\frac{dD}{dt}
&=k_2A\frac{k_1A+k_dD}{\Gamma}-k_dD\\
&=\frac{k_1k_2A^2+k_2Ak_dD-(k_HH+k_2A)k_dD}{\Gamma}\\
&=\frac{k_1k_2A^2-k_HHk_dD}{\Gamma}.
\end{aligned}
\]

The terms containing \(k_2Ak_dD\) cancel because a released silylene that inserts into silane merely restores a disilane. Factoring out the first term gives

\[
\frac{dD}{dt}=\frac{k_1A}{1+\rho}
\left(1-\frac{D}{D_*}\right),
\qquad
D_*=\frac{k_1k_2A^2}{k_Hk_dH}.
\]

Disilane therefore approaches a plateau \(D_*\), which is inversely proportional to hydrogen at fixed silane density. There the net rate is zero, although formation continues at

\[
k_dD_*=\frac{k_1k_2A^2}{k_HH}=\frac{k_1A}{\rho}.
\]

This exceeds the fresh-gas value because dissociating disilane supplies additional silylene.

To find how long the fresh-gas law lasts, silylene must be allowed to vary. With \(A\) and \(H\) held fixed,

\[
\dot S=k_1A+k_dD-\Gamma S,\qquad
\dot D=k_2AS-k_dD,
\]

where a dot means a time derivative. Differentiate the second equation, insert the first, and use \(k_2AS=\dot D+k_dD\):

\[
\ddot D=k_1k_2A^2+k_2Ak_dD
-\Gamma(\dot D+k_dD)-k_d\dot D .
\]

Since \(\Gamma-k_2A=k_HH\), collecting terms gives

\[
\ddot D+(\Gamma+k_d)\dot D+k_dk_HH\,D=k_1k_2A^2 .
\]

The net rate \(v=\dot D\) obeys the same equation with zero on the right, because the right side is constant. Trying \(v=e^{-\lambda t}\) yields

\[
\lambda^2-(\Gamma+k_d)\lambda+k_dk_HH=0 .
\]

Call the roots \(\lambda_1<\lambda_2\). Initially \(S=D=0\), so \(v(0)=0\) and \(\dot v(0)=k_1k_2A^2\). The combination with these initial values is

\[
v(t)=\frac{k_1k_2A^2}{\lambda_2-\lambda_1}
\left(e^{-\lambda_1t}-e^{-\lambda_2t}\right).
\]

The roots have sum \(\Gamma+k_d\) and product \(k_dk_HH\). If \(k_d\ll\Gamma\), the larger is close to \(\Gamma\), and the smaller is

\[
\lambda_1\approx\frac{k_dk_HH}{\Gamma}
=k_d\frac{\rho}{1+\rho}.
\]

The last factor is the probability that hydrogen takes the silylene released by a dissociating disilane. The net rate is near \(R\) in the window \(1/\Gamma\ll t\ll1/\lambda_1\), as long as \(A\) and \(H\) stay nearly fixed. Since silane is lost at the rate \(2R\), this also requires \(t\ll(1+\rho)/(2k_1)\), which is the limit that matters when hydrogen is scarce and \(\lambda_1\) tends to zero.

## A reduced-pressure example

Take 0.1 Torr of silane and 19.9 Torr of hydrogen at 900 K. Rough, rounded coefficients are \(k_1=1.0\) s\(^{-1}\), \(k_H=2.0\times10^{-13}\) cm\(^3\)/s, \(k_2=2.0\times10^{-11}\) cm\(^3\)/s and \(k_d=300\) s\(^{-1}\). Their ratios agree roughly with the thermochemistry of the two reactions, but \(k_1\) and \(k_H\) are chosen large so that the suppression is plain. Silane decomposition is strongly collision-limited at 20 Torr: literature pressure-dependence fits give \(k_1\approx0.06\) s\(^{-1}\) there and reach 1 s\(^{-1}\) only above half an atmosphere. With such values, even allowing a bath gas three times more efficient, \(\rho\) for this mixture is about 0.1 to 0.25 and the suppression factor about 0.8 to 0.9. The numbers below therefore illustrate the formulas and do not predict the suppression in a real 20 Torr gas; the plateau, fixed by the equilibrium ratio \(k_1k_2/(k_Hk_d)\), is not affected. The ideal-gas law gives \(A=1.073\times10^{15}\) cm\(^{-3}\) and \(H=2.135\times10^{17}\) cm\(^{-3}\). Hence

\[
k_HH=4.270\times10^4\ \mathrm{s^{-1}},\qquad
k_2A=2.146\times10^4\ \mathrm{s^{-1}},
\]

\[
\rho=\frac{4.270}{2.146}=1.99,\qquad
\frac{1}{1+\rho}=0.334 .
\]

Silane is a hundred times more reactive towards silylene, per molecule, but hydrogen is 199 times more abundant. The formation rate is

\[
R=0.3344\times1.073\times10^{15}
=3.59\times10^{14}\ \mathrm{cm^{-3}\,s^{-1}},
\]

or 0.033 Torr/s at this temperature. Numerical integration of the four density equations, with disilane dissociation switched off but no steady state imposed, gives \(3.587\times10^{14}\) cm\(^{-3}\) s\(^{-1}\). Setting \(k_H=0\) in the same calculation raises the rate to \(1.072\times10^{15}\) cm\(^{-3}\) s\(^{-1}\), so the suppression does come from insertion into hydrogen. The branching fraction was also tested by drawing a million pairs of random waiting times: silane came first in a fraction 0.3351 of them.

With dissociation restored, the largest net rate can be compared with \(R\) as hydrogen replaces nitrogen at 20 Torr total pressure:

| H2 (Torr) | \(\rho\) | Peak net rate / \(R\) |
|---:|---:|---:|
| 0 | 0 | 0.985 |
| 5 | 0.50 | 0.976 |
| 10 | 1.00 | 0.977 |
| 19.9 | 1.99 | 0.981 |

Each ratio uses \(R\) for its own mixture. The peaks lie up to 2.4% below \(R\), mainly because some disilane already dissociates.

At 19.9 Torr of hydrogen, the silylene lifetime is 16 µs, the net rate peaks at 0.09 ms, and disilane relaxes in 5.0 ms. The window is therefore clear but short. The predicted plateau is \(1.797\times10^{12}\) cm\(^{-3}\), or 0.17% of the silane density. The integrated value at 100 ms is \(1.785\times10^{12}\) cm\(^{-3}\), about 0.7% lower. Each disilane has used two silanes, so silane has fallen by about 0.34%, and \(D_*\) varies as its square. Halving the hydrogen raises the final disilane density by a factor 1.987, close to the factor 2 expected at fixed silane density.

## What a reactor changes

The pressures and temperature are in the range of reduced-pressure silicon epitaxy from silane in hydrogen. A rough hot-gas residence time of 100 ms is 20 disilane relaxation times for the coefficients used here, and about 3 to 8 for the smaller \(k_1\) and \(k_H\) expected at 20 Torr. The assumption of fresh gas then fails for most of the stay: the net rate falls from \(R\) almost to zero, and the plateau density becomes the useful quantity. Cold-wall reactors also have strong temperature gradients, so a single set of coefficients cannot describe all their gas. With a rough activation energy of 2.3 eV, a rise of 10 K multiplies \(k_1\) by 1.39. If the insertion coefficients and densities are held fixed, \(R\) rises by the same factor.

The wafer removes silylene too. Let it absorb perfectly at \(z=0\), below fresh gas of height \(h\) with no flux through the top. If \(D_S\) is the silylene diffusion constant, the steady balance is

\[
D_S\frac{d^2S}{dz^2}-\Gamma S+k_1A=0 .
\]

With \(\ell=\sqrt{D_S/\Gamma}\), the solution satisfying both boundary conditions is

\[
S(z)=\frac{k_1A}{\Gamma}
\left[1-\frac{\cosh((h-z)/\ell)}{\cosh(h/\ell)}\right].
\]

Averaging the second term over the height gives the fractional reduction \((\ell/h)\tanh(h/\ell)\). For a rough \(D_S=100\) cm\(^2\)/s, \(\ell=0.395\) mm. In a 10 mm layer the hyperbolic tangent is practically one, and the mean silylene density, hence the mean formation rate, falls by \(0.395/10=4.0\%\). Close to the wafer the reduction is much larger, and there the uniform-gas formula fails.

Disilane lives longer and travels farther: with a rough diffusion constant of 60 cm\(^2\)/s it diffuses 5.5 mm in one relaxation time. A wafer that consumes disilane can therefore disturb the plateau through much of the 10 mm layer. Both diffusion constants are on the low side: kinetic-theory estimates for hydrogen at this pressure and temperature are nearly twice as large, which would lengthen the two diffusion lengths by a factor of 1.3 to 1.4.

Disilane may also decompose by a second channel that releases hydrogen. Give it a rough coefficient \(k_x=100\) s\(^{-1}\) and treat it as irreversible, which overstates its effect. Since \(R/D_*=k_d\rho/(1+\rho)\), the new stationary balance is

\[
k_d\frac{\rho}{1+\rho}(D_*-D)=k_xD .
\]

Solving for \(D/D_*\) gives \(200/(200+100)=0.67\), so at fixed silane density the plateau falls by one third. This \(k_x\) is closer to an atmospheric-pressure value; at 20 Torr it is more likely a few s\(^{-1}\), and the drop is then much smaller. With the coefficients used here trisilane formation matters far less, but against a \(k_x\) of a few s\(^{-1}\) it would not be negligible. Suppose silylene inserts into disilane with the same coefficient \(k_2\). At the plateau \(S=k_1A/(k_HH)\), so each disilane is lost this way at the rate \(k_2S=k_1/\rho=0.5\) s\(^{-1}\), against 100 s\(^{-1}\) for the second channel. The insertion also takes only 0.06% of the silylene loss.

Finally, nitrogen and hydrogen need not be equally effective collision partners. If a change of gas raised \(k_1\) and \(k_H\) by 30% at fixed \(k_2\), then

\[
\frac{R_{\rm new}}{R}
=\frac{1.3(1+\rho)}{1+1.3\rho}=1.08 .
\]

At \(\rho=1.99\) the greater supply of silylene is largely offset by faster insertion into hydrogen. At \(\rho=0.1\) the same formula gives 1.27, so the offset is small and a difference in collision efficiency can outweigh the suppression itself. The remaining intermediate values are listed in the numerical output.

## Values computed for the example and the checks

```
Temperature: 900 K
Total pressure: 20.0 Torr
Silane pressure: 0.1 Torr
Hydrogen pressure: 19.9 Torr
k1, rough: 1.0 s^-1
kH, rough: 2.0e-13 cm^3/s
k2, rough: 2.0e-11 cm^3/s
kd, rough: 300 s^-1
Silane density A: 1.073e+15 cm^-3
Hydrogen density H: 2.135e+17 cm^-3
Loss rate to hydrogen kH*H: 4.270e+04 s^-1
Loss rate to silane k2*A: 2.146e+04 s^-1
Total silylene loss rate: 6.416e+04 s^-1
Silylene lifetime: 15.59 us
Fresh-gas silylene density: 1.672e+10 cm^-3
Flux into hydrogen: 7.141e+14 cm^-3 s^-1
Flux into silane: 3.588e+14 cm^-3 s^-1
Flux ratio rho: 1.990
Suppression factor: 0.3344
Same factor, random waiting times: 0.3351
Unsuppressed rate k1*A: 1.073e+15 cm^-3 s^-1
Formation rate R, formula: 3.588e+14 cm^-3 s^-1
Formation rate R, integrated: 3.587e+14 cm^-3 s^-1
Formation rate R: 0.0334 Torr/s
Rate with kH = 0: 1.072e+15 cm^-3 s^-1
Silane loss rate: 7.174e+14 cm^-3 s^-1
Order in silane, integrated: 1.666
Order in hydrogen, integrated: -0.665
Scan: H2/Torr, rho, R/(cm^-3 s^-1), peak net/R
    0.0  0.000  1.073e+15  0.9853
    2.0  0.200  8.941e+14  0.9782
    5.0  0.500  7.153e+14  0.9760
   10.0  1.000  5.365e+14  0.9769
   19.9  1.990  3.588e+14  0.9805
Time of peak net rate: 0.090 ms
Disilane relaxation time: 5.02 ms
Hot-gas residence time, rough: 100 ms
Residence/relaxation time: 19.9
Plateau D*, formula: 1.797e+12 cm^-3
Disilane at 100 ms, integrated: 1.785e+12 cm^-3
D*/A: 0.168 percent
Plateau ratio, half/full hydrogen: 1.987
Silylene diffusion constant, rough: 100 cm^2/s
Silylene diffusion length: 0.395 mm
Gas layer height: 10 mm
Mean silylene lost to wafer: 3.95 percent
Disilane diffusion constant, rough: 60 cm^2/s
Disilane diffusion length: 5.49 mm
Extra disilane loss, rough: 100 s^-1
Plateau factor with extra loss: 0.666
Trisilane share of silylene loss: 0.056 percent
k1 and kH times 1.3: R times 1.084
Activation energy of k1, rough: 2.3 eV
k1 factor for +10 K: 1.385
```
